\section*{Bipolar heat conduction and the large Lorenz number of intrinsic semiconductors, part 1}

(Sections cited here and not found follow in the second part.)

\section{The heat carried by electron–hole pairs}

Take a bar in which electrons can move along $x$ at two energies, one a distance $\Delta$ above the chemical potential $\mu$ and one a distance $\Delta$ below it. At each energy $E$ the electrons diffuse from places where the level is fuller to places where it is emptier. The occupancy is the Fermi function $f_0$ of $(E-\mu)/k_BT$, so at fixed $E$
\begin{equation}
\frac{\partial f_0}{\partial x}=\left(-\frac{\partial f_0}{\partial E}\right)\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].
\end{equation}
The factor $-\partial f_0/\partial E$ is the same at $\mu+\Delta$ and $\mu-\Delta$. If the two levels also have the same diffusion coefficient and density of states, one positive constant $C$ describes both, and the particle fluxes are
\begin{equation}
\Gamma_\pm=-C\left[\frac{d\mu}{dx}\pm\frac{\Delta}{T}\frac{dT}{dx}\right].
\end{equation}

With no temperature gradient the electric current is $J=-e(\Gamma_++\Gamma_-)=2eC\,d\mu/dx$, where $e>0$. The driving field is $(1/e)\,d\mu/dx$, so the conductivity is $\sigma=2e^2C$. Now apply a temperature gradient and require $J=0$. The sum $\Gamma_++\Gamma_-$ vanishes when $d\mu/dx=0$, but the separate fluxes do not: electrons in the upper level run towards the cold end and electrons in the lower level run towards the hot end. An electron carries the heat $E-\mu$, so the heat current is
\begin{equation}
q=\Delta\,\Gamma_+-\Delta\,\Gamma_-=-\frac{2C\Delta^2}{T}\frac{dT}{dx}.
\end{equation}
The thermal conductivity is therefore $\kappa=2C\Delta^2/T$, and the Lorenz number is
\begin{equation}
L\equiv\frac{\kappa}{\sigma T}=\frac{\Delta^2}{e^2T^2}=\left(\frac{k_B}{e}\right)^2\left(\frac{\Delta}{k_BT}\right)^2 .
\end{equation}
If the levels stand for the edges of a conduction and a valence band, then $\Delta=E_g/2$ and $L$ is $(E_g/2k_BT)^2$ in units of $(k_B/e)^2$. Either level alone would give no heat current at all, because stopping its electric current stops its particles. The heat is carried by a circulation: up across the gap at the hot end, along the bar in the upper level, down across the gap at the cold end, and back in the lower level.

Real bands have a spread of energies, unequal masses and unequal scattering. To treat them, let $E(\mathbf r,\mathbf k)$ be the electron energy in one band, including the electrostatic energy. Its dependence on position may also come from a gap that changes with the local temperature. The semiclassical equations of motion are
\begin{equation}
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E,\qquad \hbar\dot{\mathbf k}=-\nabla_{\mathbf r}E .
\end{equation}
I assume scattering that is elastic, stays within a band and is described by a relaxation time $\tau(E)$. There is no magnetic field, and the phonons are taken to be in local equilibrium, so that there is no phonon drag. Writing $f=f_0+\delta f$ and keeping first order in the gradients, the steady Boltzmann equation is
\begin{equation}
\mathbf v\cdot\nabla_{\mathbf r}f_0+\dot{\mathbf k}\cdot\nabla_{\mathbf k}f_0=-\frac{\delta f}{\tau}.
\end{equation}
The local equilibrium function depends on $z=(E-\mu)/k_BT$, with $\mu(\mathbf r)$ the electrochemical potential. For now both bands share the same $\mu$. Since
\begin{equation}
\nabla_{\mathbf r}z=\frac{\nabla_{\mathbf r}E-\nabla\mu}{k_BT}-\frac{E-\mu}{k_BT^2}\nabla T,
\qquad \frac{df_0}{dz}=k_BT\,\frac{\partial f_0}{\partial E},
\end{equation}
the two terms on the left of the Boltzmann equation are
\begin{align}
\mathbf v\cdot\nabla_{\mathbf r}f_0&=\frac{\partial f_0}{\partial E}\,\mathbf v\cdot\left[\nabla_{\mathbf r}E-\nabla\mu-\frac{E-\mu}{T}\nabla T\right],\\
\dot{\mathbf k}\cdot\nabla_{\mathbf k}f_0&=-\frac{\partial f_0}{\partial E}\,\mathbf v\cdot\nabla_{\mathbf r}E .
\end{align}
The gradient of the band energy cancels in the sum. What remains is
\begin{equation}
\delta f=-\tau\left(-\frac{\partial f_0}{\partial E}\right)\mathbf v\cdot\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right].
\end{equation}
A band edge that moves with temperature therefore adds no driving force of its own. The gap that will enter the transport coefficients is the gap at the temperature of the sample.

The electric current is the sum of $-e\mathbf v\,\delta f$ over states. The heat current is the energy current less $\mu$ times the particle current, in keeping with $T\,d\mathcal S=dU-\mu\,dN$ for the entropy $\mathcal S$. Two spins give the density of states $2/(2\pi)^3=1/(4\pi^3)$ in $\mathbf k$ space. For an isotropic band the current is parallel to the gradients, which I take along $x$, and all coefficients follow from
\begin{equation}
K_m=\int\frac{d^3k}{4\pi^3}\,\tau v_x^2\,(E-\mu)^m\left(-\frac{\partial f_0}{\partial E}\right),\qquad m=0,1,2.
\end{equation}
Inserting $\delta f$ gives
\begin{equation}
J=eK_0\nabla\mu+\frac eT K_1\nabla T,\qquad
q=-K_1\nabla\mu-\frac1T K_2\nabla T .
\end{equation}
The minus sign of $\delta f$ has met the electron charge $-e$ in $J$ but stands alone in $q$.

It helps to write the electric current as
\begin{equation}
J=\sigma\left(\frac{\nabla\mu}{e}-S\nabla T\right),
\end{equation}
which defines the conductivity $\sigma$ and the Seebeck coefficient $S$. Comparison of the two forms gives
\begin{equation}
\sigma=e^2K_0,\qquad S=-\frac{K_1}{eTK_0}.
\end{equation}
To express the heat current through $J$, solve the first transport equation for the gradient of $\mu$,
\begin{equation}
\nabla\mu=\frac{J}{eK_0}-\frac{K_1}{K_0T}\nabla T,
\end{equation}
and substitute:
\begin{equation}
q=-\frac{K_1}{eK_0}J-\frac1T\left(K_2-\frac{K_1^2}{K_0}\right)\nabla T
= TSJ-\kappa\nabla T,\qquad
\kappa=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).
\end{equation}
So $TS$ is the heat carried per unit charge, and $\kappa$ is the thermal conductivity at zero current.

These relations hold for each band separately, and I label the conduction band $n$ and the valence band $p$. The valence band needs no separate sign rule. When $\mu$ lies above the band edge, all its states have $E<\mu$, so $K_1$ is negative and $S_p$ is positive. At any degeneracy the weighted mean energy $K_1/K_0=-eTS$ of the valence band lies at least $E_g$ below that of the conduction band, so $S_p>S_n$. Deep filled states drop out because $\partial f_0/\partial E$ vanishes there.

Let both bands act together, and require $J_n+J_p=0$. This is the usual condition for measuring a thermal conductivity. It reads
\begin{equation}
(\sigma_n+\sigma_p)\frac{\nabla\mu}{e}=(\sigma_nS_n+\sigma_pS_p)\nabla T .
\end{equation}
With $\sigma=\sigma_n+\sigma_p$ from here on, the electron current becomes
\begin{align}
J_n&=\sigma_n\left(\frac{\sigma_nS_n+\sigma_pS_p}{\sigma}-S_n\right)\nabla T\nonumber\\
&=\frac{\sigma_n\sigma_p}{\sigma}(S_p-S_n)\nabla T=-J_p .
\end{align}
When the temperature rises towards positive $x$, $J_n$ is positive. Electrons carry negative charge, so they move towards negative $x$, the cold side. The hole current $J_p$ is negative, so the holes move to the cold side as well. The charges cancel while the heats add. Summing the two heat currents gives
\begin{align}
q&=T(S_nJ_n+S_pJ_p)-(\kappa_n+\kappa_p)\nabla T\nonumber\\
&=-T(S_p-S_n)J_n-(\kappa_n+\kappa_p)\nabla T ,
\end{align}
and hence the total electronic thermal conductivity
\begin{equation}
\kappa=\kappa_n+\kappa_p+T(S_p-S_n)^2\frac{\sigma_n\sigma_p}{\sigma_n+\sigma_p}.
\end{equation}
The last term is the bipolar thermal conductivity, $\kappa_{\rm bip}$. No step used Boltzmann statistics, so within this transport model the result holds at any degeneracy. The two conductivities combine like resistors in series, because the pair current must pass through both bands. If either band stops conducting, the term vanishes.

The same result can be read as a statement about energies. Let $\langle\cdots\rangle$ be an average with the positive weight $\tau v_x^2(-\partial f_0/\partial E)$ over the states of both bands. Then $K_1/K_0$ and $K_2/K_0$ are the first two moments of $E-\mu$, and
\begin{equation}
L=\frac{\kappa}{\sigma T}=\frac{\langle E^2\rangle-\langle E\rangle^2}{e^2T^2}.
\end{equation}
The Lorenz number measures the variance of the energy at which charge is conducted. In a metal with a smooth band this energy is spread over a few $k_BT$ around $\mu$, and the variance is $(\pi^2/3)(k_BT)^2$, the usual Wiedemann–Franz value. With two bands the variance has a part within each band and a part between the band means. The means differ by $eT(S_p-S_n)$ and have weights $\sigma_n/\sigma$ and $\sigma_p/\sigma$, so the part between them is $(\sigma_n\sigma_p/\sigma^2)\,e^2T^2(S_p-S_n)^2$. This is the bipolar term again. Charge conducted at two well separated energies has a large variance.

A shared $\mu$ is a physical assumption, for it requires pairs to be created on the hot side and destroyed on the cold side. To see what happens when this is slow, give the bands separate quasi-Fermi levels $\mu_n$ and $\mu_p$ in a slab of thickness $d$, $-d/2<x<d/2$. Let the ends block both carriers and cause no recombination. Let the lattice carry most of the heat, so that it holds $T'=dT/dx$ uniform, and treat the coefficients as constant across the slab. Let $R$ be the net recombination rate per volume, linearized as $eR=G(\mu_n-\mu_p)/e$ with $G>0$. Electron number conservation then gives $dJ_n/dx=eR$, since the electron flux is $-J_n/e$. The corresponding hole equation is $dJ_p/dx=-eR$, so $J_n+J_p$ is uniform, and the blocking ends make it zero.

With $w=(\mu_n-\mu_p)/e$ and $\sigma_r=\sigma_n\sigma_p/\sigma$, the current laws of the two bands give
\begin{align}
\frac{dw}{dx}&=\left(\frac{J_n}{\sigma_n}+S_nT'\right)-\left(-\frac{J_n}{\sigma_p}+S_pT'\right)\nonumber\\
&=\frac{J_n}{\sigma_r}-(S_p-S_n)T'.
\end{align}
Differentiating $dJ_n/dx=Gw$ once and inserting this result,
\begin{equation}
\frac{d^2J_n}{dx^2}=\frac{J_n-J_\infty}{\ell^2},\qquad
J_\infty=\sigma_r(S_p-S_n)T',\qquad \ell^2=\frac{\sigma_r}{G}.
\end{equation}
The length $\ell$ is the pair diffusion length. The even solution that vanishes at both ends is
\begin{equation}
J_n=J_\infty\left[1-\frac{\cosh(x/\ell)}{\cosh(d/2\ell)}\right].
\end{equation}
To first order the bipolar heat current remains $-T(S_p-S_n)J_n$, because the energy difference between the quasi-Fermi levels multiplies a current that is already of first order. Averaging over the thickness gives the fraction of the full bipolar conduction that survives:
\begin{equation}
\frac{\overline{J_n}}{J_\infty}=1-\frac{\tanh a}{a},\qquad a=\frac{d}{2\ell}.
\end{equation}
For $d/\ell=0.5$, 5 and 50 this is 0.020, 0.61 and 0.96. A thin slab with such ends loses nearly all of the bipolar term, since carriers pile up until their own diffusion stops them. Ends that recombine pairs very fast impose $w=0$ instead. Then $J_n=J_\infty$ and $w=0$ solve the equations throughout, even for $G=0$: the circuit closes at the ends.

When a conduction and a valence band share one $\mu$ and the total current is zero, circulating electron–hole pairs add the bipolar term $T(S_p-S_n)^2\sigma_n\sigma_p/(\sigma_n+\sigma_p)$ to $\kappa_n+\kappa_p$, though a slab much thinner than $\ell$ whose ends block carriers without recombining them loses nearly all of it. It remains to evaluate the Lorenz number for parabolic bands and to follow it with doping, temperature and gap.
